Avalanche Breakdown Length for Unequal Constant Ionization Coefficients

**Problem**

A slab occupies 0 < x < L and carries a uniform electric field strong enough for impact ionization. The field drives electrons towards +x and holes towards −x. An electron creates on average α electron–hole pairs per unit length of its path, and a hole creates β pairs per unit length. Both coefficients are positive constants, and in general α ≠ β.

Let J_n(x) and J_p(x) be the magnitudes of the electron and hole current densities. Opposite charges moving in opposite directions carry current in the same direction, so the total is J = J_n + J_p. Electrons are injected at the left face and holes at the right face:

J_n(0) = J_n0, J_p(L) = J_p0.

The state is steady and one-dimensional. Recombination and thermal generation inside the slab are neglected, the carriers do not alter the field, and a new carrier can ionize at once, with no minimum path beforehand.

(a) Estimate the length at which the current multiplication diverges.

(b) Solve the coupled current equations, and find the multiplication of each injected current and the length L_b at which it diverges.

(c) Show what the divergence means for the carriers, and what happens for L > L_b.

(d) Evaluate the results for the round model parameters α = 2 µm⁻¹, β = 0.5 µm⁻¹, L = 0.8 µm, J_n0 = 1 µA/cm² and J_p0 = 2 µA/cm², and compare L_b with the estimate.

**First estimate by scaling**

The coefficients are inverse lengths and no other length enters, so L_b must be 1/α times a function of β/α. Exchanging the two carrier types and reflecting the slab leaves the problem unchanged, so L_b must also be symmetric in α and β. Two simple arguments suggest a form.

The first counts direct offspring. A pair born at x sends its electron over the distance L − x and its hole over the distance x. Together they create on average

α(L − x) + βx

new pairs. If births were spread evenly over the slab, the average of this number over x would be (α + β)L/2. An avalanche sustains itself when each pair replaces itself once, which suggests

L₁ = 2/(α + β).

The second argument follows a round trip. An electron crossing the whole slab creates αL pairs, and a hole crossing back creates βL pairs. Setting the product of these gains to one suggests

L₂ = 1/√(αβ).

For the given parameters,

L₁ = 1/(1.25 µm⁻¹) = 0.80 µm, L₂ = 1/(1.00 µm⁻¹) = 1.00 µm.

Both have the right dimension and symmetry. They disagree because they simplify the avalanche in different ways. The first assumes evenly spread births. The second lets every carrier cross the whole slab and leaves out the pairs that new carriers create during the same crossing. The first would put the given slab, with L = 0.8 µm, right at breakdown; the second would put it below.

**Exact solution of the current equations**

In a layer of thickness dx, electrons create αJ_n dx/q pairs per unit area and time, and holes create βJ_p dx/q, where q is the elementary charge. Each pair adds one electron to the flow towards +x, so J_n grows with x:

dJ_n/dx = αJ_n + βJ_p.

Each pair also adds one hole to the flow towards −x. The hole current therefore grows in the direction of decreasing x, which gives the opposite sign:

dJ_p/dx = −(αJ_n + βJ_p).

The sum of the two equations is dJ/dx = 0, so J is constant. Substituting J_p = J − J_n in the first equation, and writing δ = α − β, gives

dJ_n/dx = αJ_n + β(J − J_n) = δJ_n + βJ.

Multiplication by e^{−δx} turns this into

d(J_n e^{−δx})/dx = βJ e^{−δx}.

Integration from 0 to x, with J_n(0) = J_n0, gives

J_n(x) e^{−δx} − J_n0 = βJ(1 − e^{−δx})/δ,

and therefore

J_n(x) = J_n0 e^{δx} + βJ(e^{δx} − 1)/δ.

The constant J is still unknown. The condition at the right face fixes it, because J_n(L) = J − J_p0:

J − J_p0 = J_n0 e^{δL} + βJ(e^{δL} − 1)/δ.

Collecting the terms in J on the left gives

J B(L) = J_n0 e^{δL} + J_p0,

B(L) = 1 − β(e^{δL} − 1)/δ = (δ + β − βe^{δL})/δ = (α − βe^{δL})/δ.

For B > 0 the current is J = M_n J_n0 + M_p J_p0, with

M_n = e^{δL}/B(L) = δ/(αe^{−δL} − β),

M_p = 1/B(L) = M_n e^{−δL}.

The two multiplications differ when α ≠ β but share the denominator B, so they diverge at the same length.

To find it, note that B(0) = 1 and dB/dL = −βe^{δL} < 0. Thus B decreases steadily from one and can vanish at most once. The condition B(L_b) = 0 means e^{δL_b} = α/β, so

L_b = ln(α/β)/(α − β).

This is positive for either sign of α − β, since numerator and denominator change sign together, and it has the symmetry required above.

**The state at L_b and beyond**

At L = L_b the equations allow a current with no injection. With J_n0 = 0 the solution is

J_n(x) = βJ(e^{δx} − 1)/δ,

which rises from zero at x = 0 to J at x = L_b, because B(L_b) = 0. The hole current J − J_n then falls from J to zero. Both are positive inside the slab, and both injection conditions hold with zero injected current. The avalanche supplies its own carriers, and in this linear model the size of J is left undetermined.

For L > L_b, B is negative. With positive injection the right side of J B = J_n0 e^{δL} + J_p0 is positive, so the equation demands J < 0. This contradicts the definition of J as a sum of two non-negative magnitudes. At L = L_b it would demand that zero equal a positive number. Hence no steady state with positive injection exists for L ≥ L_b, and the negative value that the formula returns is not a reversed current.

**Successive generations of pairs**

The steady equations show that a solution is lost, but not how the carriers behave. For that, follow the descendants of a pair born at x. Its electron passes every x′ > x and creates α dx′ pairs in each dx′; its hole passes every x′ < x and creates β dx′ pairs. For any function f of the birthplace, the sum of f over the direct offspring has the mean

(Kf)(x) = α∫ₓᴸ f(x′) dx′ + β∫₀ˣ f(x′) dx′.

With f = 1 this is the mean number of direct offspring. Applying K again counts their offspring, so generation n has the mean size Kⁿ1, and the mean size of the whole family, the first pair included, is

m(x) = 1 + (K1)(x) + (K²1)(x) + …

Convergence is settled by a positive function that K merely rescales. Take φ(x) = e^{−cx} with c = ln(α/β)/L, so that e^{−cL} = β/α. The two integrals are

α∫ₓᴸ φ dx′ = (α/c)(e^{−cx} − β/α) = (αe^{−cx} − β)/c,

β∫₀ˣ φ dx′ = (β − βe^{−cx})/c.

The constants cancel in the sum:

Kφ = [(α − β)/c] φ = λφ, λ = (α − β)L/ln(α/β) = L/L_b.

Suppose α > β. Then φ lies between β/α and 1, so φ ≤ 1 ≤ (α/β)φ at every x. Since K has positive coefficients it preserves such inequalities, and n applications give

λⁿφ ≤ Kⁿ1 ≤ (α/β)λⁿφ.

For α < β, φ lies between 1 and β/α, and the same argument gives (α/β)λⁿφ ≤ Kⁿ1 ≤ λⁿφ. In both cases the generation sizes follow λⁿ up to bounded factors. The family is finite on average for L < L_b. For L > L_b the mean generation sizes grow geometrically, so a steady injection feeds an avalanche whose mean size keeps growing. At L = L_b the mean sizes neither fall to zero nor grow without limit, but their sum diverges. These are averages over many families; a single family can die out by chance at any L.

The ratio L/L_b is thus the long-run reproduction factor of the avalanche, and breakdown is the point at which it reaches one.

The family size also reproduces the multiplications. For L < L_b the sum obeys m = 1 + Km. Differentiation gives m′ = −αm + βm = −δm, so m(x) = m(0)e^{−δx}. At x = 0 the equation reads

m(0) = 1 + αm(0)(1 − e^{−δL})/δ.

Multiplying by δ and collecting terms gives m(0)(δ − α + αe^{−δL}) = δ. Since δ − α = −β, this is m(0) = M_n. A pair born at x = 0 is equivalent to an injected electron, because its hole leaves without travelling. In the same way, m(L) = m(0)e^{−δL} = M_p describes an injected hole.

**Limiting cases**

*Equal coefficients.* As δ → 0 with β fixed, ln(α/β) = ln(1 + δ/β) → δ/β, so L_b → 1/β = 1/α. In the denominator of M_n, αe^{−δL} − β → α(1 − δL) − β = δ(1 − αL), and both multiplications become

M = 1/(1 − αL).

*Holes that do not ionize.* For β = 0, δ = α and

M_n = e^{αL}, M_p = 1.

The electron current grows exponentially but remains finite at every finite length. Each electron moves away from the left face, and the holes it leaves behind create nothing on their way back. Without this feedback there is no divergence. For small but nonzero β, L_b ≈ ln(α/β)/α to leading order, so reducing β tenfold adds only (ln 10)/α to the breakdown length.

*Close to breakdown.* Let ε = L_b − L. Since αe^{−δL_b} = β, we have αe^{−δL} = βe^{δε}, and the multiplications become

M_n = δ/[β(e^{δε} − 1)], M_p = δ/[α(1 − e^{−δε})].

The second follows from M_p = M_n e^{−δL} and e^{−δL} = (β/α)e^{δε}. Expansion for small δε gives

M_n ≈ (1 − δε/2)/(βε), M_p ≈ (1 + δε/2)/(αε).

Each diverges as the inverse distance from L_b, and their ratio M_n/M_p tends to α/β.

**Numerical evaluation**

With δ = 1.5 µm⁻¹ and ln(α/β) = ln 4 = 1.3863,

L_b = 1.3863/(1.5 µm⁻¹) = 0.924 µm = 924 nm.

The given slab is shorter than this, with L/L_b = 0.866. Its exponential factor is e^{−δL} = e^{−1.2} = 0.3012, so

M_n = 1.5/(2 × 0.3012 − 0.5) = 1.5/0.1024 = 14.65,

M_p = 14.65 × 0.3012 = 4.41,

J = 14.65 × 1 + 4.413 × 2 = 23.48 µA/cm².

Direct integration of the two current equations gives the same total. An injected electron is multiplied more strongly than an injected hole because it crosses the slab with the larger coefficient.

At mid-slab, e^{δL/2} = e^{0.6} = 1.822, and the electron current in µA/cm² is

J_n(L/2) = 1.822 + 0.5 × 23.48 × 0.822/1.5 = 8.26.

The hole current there is 23.48 − 8.26 = 15.22 µA/cm². Holes carry the larger share although they ionize less. The larger hole injection directly supplies 1 µA/cm² of the difference of about 7 µA/cm². The rest comes from where pairs are born: the birth rate is proportional to dJ_n/dx = δJ_n + βJ, which rises with x when δ > 0. More pairs are born to the right of the middle than to the left, and those born on the right send their holes through the middle. Subtracting the injected parts shows the division: births on the right add 13.22 µA/cm² to the hole current at mid-slab, and births on the left add 7.26 µA/cm² to the electron current.

The family of one injected electron has the mean generation sizes 1, 1.6, 1.6, 1.408 and 1.216. The first step is αL = 1.6, greater than one although the slab is below breakdown. An electron entering at the left has the whole slab ahead of it, which is not true of its descendants. The ratio of late generations is 0.866, equal to L/L_b, and the sizes add up to 14.65. Breakdown therefore cannot be judged from the first generation alone.

The multiplication rises steeply near the end of the allowed range:

L = 0.4 µm: M_n = 2.51, M_p = 1.38

L = 0.6 µm: M_n = 4.79, M_p = 1.95

L = 0.8 µm: M_n = 14.65, M_p = 4.41

L = 0.9 µm: M_n = 81.17, M_p = 21.04

At 0.9 µm the leading law 1/(βε), with ε = 0.0242 µm, gives about 83, which is 2 % above the full M_n. At 0.8 µm it gives about 16, roughly 10 % too high. The sign of the error agrees with the correction factor 1 − δε/2.

At 1.0166 µm, 10 % above L_b, the late generations grow by a factor 1.10 each. The algebraic formula returns J = −33.3 µA/cm² there, the inadmissible sign found above. If holes did not ionize, a slab of 2 µm, more than twice the present L_b, would still have the finite multiplication e⁴ = 54.6.

A random simulation of individual ionizations in a 0.5 µm slab gives M_n = 3.374 with a standard error of 0.008; the formula gives 3.373. The simulation shares the assumption of constant coefficients, so it tests the solution and not the suitability of the model for a material. The numerical output follows the text.

**Comparison with the estimates**

The exact length, 0.924 µm, lies between L₁ = 0.80 µm and L₂ = 1.00 µm. Relative to the exact value, L₁ is 13 % short and L₂ is 8 % long. The ordering is general. Write

α = g e^u, β = g e^{−u}, g = √(αβ).

Then ln(α/β) = 2u and α − β = 2g sinh u, so

1/L_b = g sinh(u)/u, 1/L₁ = g cosh u, 1/L₂ = g.

The power series are

sinh(u)/u = 1 + u²/3! + u⁴/5! + …, cosh u = 1 + u²/2! + u⁴/4! + …

All terms are non-negative, and each term of the first series is no larger than the corresponding term of the second. Hence 1 ≤ sinh(u)/u ≤ cosh u, and

2/(α + β) ≤ L_b ≤ 1/√(αβ),

with equality for α = β. In the example the three inverse lengths are 1.25, 1.08 and 1.00 µm⁻¹.

The estimate L₁ fails through its assumption of evenly spread births. In the self-sustained state at L_b, insertion of J_n gives dJ_n/dx = βJe^{δx}, so births have the weight e^{δx}. For α > β they crowd towards the right face, where an electron has little path left and the offspring number αL − δx is smallest. The correctly weighted average uses

∫₀ᴸ e^{δx} dx = (e^{δL} − 1)/δ,

∫₀ᴸ δx e^{δx} dx = Le^{δL} − (e^{δL} − 1)/δ.

Dividing the second integral by the first gives δLe^{δL}/(e^{δL} − 1) − 1. At L = L_b, where e^{δL} = α/β, the fraction e^{δL}/(e^{δL} − 1) equals α/δ, so this quotient is αL_b − 1. The mean offspring number is therefore

αL_b − (αL_b − 1) = 1.

Each pair does replace itself once at breakdown, as the estimate supposed. Even weighting would give 1.25 × 0.924 = 1.16 instead, and so places breakdown at too short a length.

For nearly equal coefficients both estimates are good. The expansions L₁/L_b = tanh(u)/u ≈ 1 − u²/3 and L₂/L_b = sinh(u)/u ≈ 1 + u²/6 show that L₂ is then the closer one. For very unequal coefficients both fail. With α fixed and β → 0, L₁ stays near 2/α and misses the disappearance of breakdown, while L₂ grows as β^{−1/2}, much faster than the logarithm in L_b.

**Range of validity**

The length L_b belongs to a fixed field F, because α and β depend on the field. Lengthening the slab at fixed F raises the voltage in proportion, and the breakdown voltage is FL_b. If instead the voltage is raised at fixed L, the coefficients change, and breakdown occurs at the field for which ln(α/β)/(α − β) equals L.

In a non-uniform field α and β depend on x, and the closed formulas above, which treat them as constants, no longer apply. The two current equations must then be solved with α(x) and β(x). If a new carrier must first travel some distance to gain the ionization energy, the local rates αJ_n and βJ_p are adequate only when that distance is small compared with L and with the mean ionization paths 1/α and 1/β. The requirement is strict. For the coefficients of the example, suppose every carrier leaving an ionization must first travel 0.05 µm, one tenth of 1/α. Then L_b lengthens by about 11 % if the mean paths are kept at 1/α and 1/β, and by about 18 % if α and β are the rates beyond that distance. Finally, a large multiplied current can change the field through its space charge or through the voltage drop in the external circuit. The divergence therefore marks the loss of a steady state at the prescribed field; the current finally reached lies outside this linear model.

Numbers as computed

```
electron coefficient alpha = 2.00 1/um
hole coefficient beta = 0.50 1/um
alpha - beta = 1.50 1/um
ln(alpha/beta) = 1.3863
breakdown length Lb, formula = 0.9242 um
Lb from current equations = 0.9242 um
1/Lb = 1.0820 1/um
geometric mean of coefficients = 1.0000 1/um
arithmetic mean of coefficients = 1.2500 1/um
slab length L = 0.80 um
L/Lb = 0.8656
exp(-(alpha-beta)L) = 0.3012
electron multiplication Mn = 14.650
hole multiplication Mp = 4.413
injected electron current = 1.00 uA/cm^2
injected hole current = 2.00 uA/cm^2
total current, formula = 23.475 uA/cm^2
total current, integrated equations = 23.475 uA/cm^2
electron current at L/2 = 8.255 uA/cm^2
hole current at L/2 = 15.220 uA/cm^2
length 0.2 um: Mn = 1.528, Mp = 1.132
length 0.4 um: Mn = 2.510, Mp = 1.377
length 0.6 um: Mn = 4.790, Mp = 1.948
length 0.8 um: Mn = 14.650, Mp = 4.413
length 0.9 um: Mn = 81.167, Mp = 21.042
near-threshold test gap Lb-L = 9.242e-04 um
Mn*beta*(Lb-L) at this gap = 0.99931
Mp*alpha*(Lb-L) at this gap = 1.00069
generation sizes 0 to 4 at L: 1.0000, 1.6000, 1.6000, 1.4080, 1.2160
late generation ratio at L = 0.8656
sum of generations at L = 14.650
length 10 percent above Lb = 1.0166 um
late generation ratio there = 1.1000
algebraic total current there = -33.263 uA/cm^2
beta = 0, length 2.0 um: Mn = 54.598
simulation length = 0.50 um, trials = 200000
simulated Mn = 3.374, standard error = 0.008
formula Mn at simulation length = 3.373
```
